\section*{Spin-projected UHF trial state for stretched H2 in a minimal basis}

\section*{Problem}

Two electrons move in the field of two protons held a distance $R$ apart. The basis has one real function per atom, so symmetry fixes two orthonormal real orbitals: $g$, even under inversion, and $u$, odd. Atomic units are used, with $\hbar=1$; energies are in hartree and include the nuclear repulsion $E_{\rm nuc}$. Write
\begin{equation}
|pq\rangle=p^\dagger_\uparrow q^\dagger_\downarrow|0\rangle ,\qquad p,q\in\{g,u\},
\end{equation}
and let $h_p=\langle p|h|p\rangle$ be the one-electron energies, $J_{pq}=(pp|qq)$ the Coulomb integrals and $K=(gu|gu)$ the exchange integral. Consider the unrestricted Hartree--Fock (UHF) determinant
\begin{equation}
|\Phi(\theta)\rangle=a^\dagger_\uparrow b^\dagger_\downarrow|0\rangle,\quad
a=\cos\theta\, g+\sin\theta\, u,\quad b=\cos\theta\, g-\sin\theta\, u ,
\end{equation}
with real $\theta$ between $0$ and $\pi/2$.

\begin{enumerate}
\item[(a)] Split $\Phi(\theta)$ into parts of definite total spin and find their weights.
\item[(b)] Write the singlet projection as an integral over spin rotations. What does the integral over the angle about $y$ do by itself?
\item[(c)] How many quadrature angles are needed? Give the overlap of the projected state with a walker that has one electron of each spin.
\item[(d)] Find the energy of the projected state, minimize it over $\theta$, and compare the result with full configuration interaction (full CI) in this basis.
\item[(e)] Suppose instead that $\theta$ minimizes the energy of the unprojected determinant, which is projected afterwards. What error remains?
\item[(f)] What do these results mean for the local energy in auxiliary-field Monte Carlo?
\item[(g)] Evaluate the results for the STO-3G basis at $R=4.0$ bohr, compare other distances, and decide whether exactness survives in a larger basis.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Spin content}

Multiplying out the two creation operators gives
\begin{equation}
|\Phi\rangle=\cos^2\!\theta\,|gg\rangle-\sin^2\!\theta\,|uu\rangle
+\sin\theta\cos\theta\,\bigl(|ug\rangle-|gu\rangle\bigr).
\label{eq:expand}
\end{equation}
The spin-raising operator $S_+=\sum_p p^\dagger_\uparrow p_\downarrow$ turns $q^\dagger_\downarrow$ into $q^\dagger_\uparrow$, so $S_+|pq\rangle=p^\dagger_\uparrow q^\dagger_\uparrow|0\rangle$. This vanishes for $|gg\rangle$ and $|uu\rangle$, which are therefore singlets. For the last term,
\begin{align}
S_+\bigl(|ug\rangle-|gu\rangle\bigr)&=2u^\dagger_\uparrow g^\dagger_\uparrow|0\rangle,\\
S_-u^\dagger_\uparrow g^\dagger_\uparrow|0\rangle
&=\bigl(u^\dagger_\downarrow g^\dagger_\uparrow+u^\dagger_\uparrow g^\dagger_\downarrow\bigr)|0\rangle
=|ug\rangle-|gu\rangle ,
\end{align}
where anticommutation produced the minus sign. At $S_z=0$ one has $S^2=S_-S_+$, so $S^2=2$ on this combination: it is a triplet with $M=0$.

Let $s=\langle a|b\rangle=\cos^2\theta-\sin^2\theta=\cos2\theta$. With $\cos^2\theta=(1+s)/2$ and $\sin^2\theta=(1-s)/2$, the singlet and triplet weights are
\begin{equation}
w_0=\cos^4\theta+\sin^4\theta=\frac{1+s^2}{2},\qquad
w_1=2\sin^2\theta\cos^2\theta=\frac{1-s^2}{2},
\end{equation}
and $\langle S^2\rangle=2w_1=1-s^2$. When the orbitals separate onto different atoms, $s\to0$ and the determinant is half singlet, half triplet.

\subsection*{(b) Projection by rotation}

Averaging over all spin rotations retains total spin zero:
\begin{equation}
P=\frac1{8\pi^2}\int_0^{2\pi}\!d\alpha\int_0^\pi\!\sin\beta\,d\beta\int_0^{2\pi}\!d\gamma\;
e^{-i\alpha S_z}e^{-i\beta S_y}e^{-i\gamma S_z}.
\end{equation}
Because $S_z\Phi=0$, the $\gamma$ integral gives $2\pi$, and
\begin{equation}
P|\Phi\rangle=\Bigl[\frac1{2\pi}\int_0^{2\pi}\!d\alpha\,e^{-i\alpha S_z}\Bigr]
\Bigl[\frac12\int_0^\pi\!\sin\beta\,d\beta\,e^{-i\beta S_y}\Bigr]|\Phi\rangle .
\label{eq:proj}
\end{equation}
To verify the action of this operator, put $C=\cos(\beta/2)$ and $D=\sin(\beta/2)$. The rotation about $y$ replaces
\begin{equation}
p^\dagger_\uparrow\to Cp^\dagger_\uparrow+Dp^\dagger_\downarrow,\qquad
p^\dagger_\downarrow\to -Dp^\dagger_\uparrow+Cp^\dagger_\downarrow .
\label{eq:rot}
\end{equation}
It leaves $|gg\rangle$ and $|uu\rangle$ unchanged, since $C^2+D^2=1$. For the open-shell states,
\begin{align}
|ug\rangle&\to C^2|ug\rangle+D^2|gu\rangle
+CD\,(u^\dagger_\downarrow g^\dagger_\downarrow-u^\dagger_\uparrow g^\dagger_\uparrow)|0\rangle,\\
|gu\rangle&\to C^2|gu\rangle+D^2|ug\rangle
-CD\,(u^\dagger_\downarrow g^\dagger_\downarrow-u^\dagger_\uparrow g^\dagger_\uparrow)|0\rangle .
\end{align}
Subtracting, with $C^2-D^2=\cos\beta$ and $2CD=\sin\beta$,
\begin{equation}
|ug\rangle-|gu\rangle\to\cos\beta\,\bigl(|ug\rangle-|gu\rangle\bigr)
+\sin\beta\,(u^\dagger_\downarrow g^\dagger_\downarrow-u^\dagger_\uparrow g^\dagger_\uparrow)|0\rangle .
\label{eq:triprot}
\end{equation}
The $\beta$ integral multiplies the singlet part by $\frac12\int\sin\beta\,d\beta=1$ and the $M=0$ triplet by $\frac12\int\sin\beta\cos\beta\,d\beta=0$. The $M=\pm1$ triplets receive the factor $\frac12\int\sin^2\beta\,d\beta=\pi/4$. By itself, then, the $\beta$ integral leaves a triplet remainder of squared norm
\begin{equation}
\sin^2\theta\cos^2\theta\;\frac{\pi^2}{16}\times2=\frac{\pi^2}{16}\,w_1 .
\end{equation}
The $\alpha$ average removes it. Two angles, $\alpha=0$ and $\pi$, suffice, because $(1+e^{-i\pi M})/2=0$ for $M=\pm1$. Hence
\begin{equation}
|\Psi(\theta)\rangle\equiv P|\Phi(\theta)\rangle=\cos^2\theta\,|gg\rangle-\sin^2\theta\,|uu\rangle .
\label{eq:psi}
\end{equation}

\subsection*{(c) Quadrature and walker overlaps}

Set $x=\cos\beta$, so that $\frac12\int_0^\pi\sin\beta\,d\beta=\frac12\int_{-1}^1dx$. Apart from the $M=\pm1$ parts, which the $\alpha$ average deletes, the rotated state is linear in $x$. An $n$-point Gauss--Legendre rule integrates polynomials up to degree $2n-1$ exactly, so one point is enough: $x=0$, or $\beta=\pi/2$.

The two angles $\beta=0$ and $\pi$ with equal weights also integrate a linear function exactly. There $\sin\beta=0$, so no $M=\pm1$ part arises and no $\alpha$ average is needed. At $\beta=\pi$, Eq.~\eqref{eq:rot} gives $a^\dagger_\uparrow b^\dagger_\downarrow\to a^\dagger_\downarrow(-b^\dagger_\uparrow)=b^\dagger_\uparrow a^\dagger_\downarrow$, and therefore
\begin{equation}
|\Psi\rangle=\tfrac12\bigl(a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow\bigr)|0\rangle .
\label{eq:two}
\end{equation}
These small rules rely on the maximum spin being one. More electrons can bring higher spins and higher powers of $x$.

For a walker $|\phi\rangle=f^\dagger_\uparrow k^\dagger_\downarrow|0\rangle$, the overlap with the rotated determinant is a $2\times2$ determinant of orbital overlaps:
\begin{equation}
\langle e^{-i\beta S_y}\Phi|\phi\rangle=
\begin{vmatrix} C\langle a|f\rangle & D\langle a|k\rangle\\ -D\langle b|f\rangle & C\langle b|k\rangle\end{vmatrix}
=C^2\langle a|f\rangle\langle b|k\rangle+D^2\langle b|f\rangle\langle a|k\rangle .
\end{equation}
Since $C^2=(1+x)/2$ and $D^2=(1-x)/2$ both average to $\frac12$,
\begin{equation}
\langle\Psi|\phi\rangle=\tfrac12\bigl(\langle a|f\rangle\langle b|k\rangle+\langle b|f\rangle\langle a|k\rangle\bigr),
\end{equation}
in agreement with Eq.~\eqref{eq:two}. The $\alpha$ average may be omitted here: the walker has $S_z=0$ and is orthogonal to the $M=\pm1$ remainder. Choosing $f=a$, $k=b$ gives the norm kernel
\begin{equation}
N(\beta)=\langle\Phi|e^{-i\beta S_y}|\Phi\rangle=C^2+s^2D^2=w_0+w_1\cos\beta .
\end{equation}

\subsection*{(d) Energy and optimization}

The Hamiltonian $H$ conserves spin, so its kernel has the same structure,
\begin{equation}
H(\beta)=\langle\Phi|He^{-i\beta S_y}|\Phi\rangle=w_0E_P+w_1E_T\cos\beta ,
\label{eq:hker}
\end{equation}
where $E_P$ is the energy of the normalized projected state and $E_T=h_g+h_u+J_{gu}-K+E_{\rm nuc}$ that of the triplet. Because $P^2=P$ and $PH=HP$, the projected energy is the $\beta$ average of $H(\beta)$ divided by that of $N(\beta)$, which is $E_P$.

In the space of $|gg\rangle$ and $|uu\rangle$ the diagonal elements are
\begin{equation}
E_g=2h_g+J_{gg}+E_{\rm nuc},\qquad E_u=2h_u+J_{uu}+E_{\rm nuc}.
\end{equation}
The two states differ in both orbitals, so only the repulsion couples them, and $\langle gg|H|uu\rangle=(gu|gu)=K$. This integral is the Coulomb interaction of the real density $\rho=gu$ with itself; in Fourier space it is $\int d^3k\,(2\pi)^{-3}(4\pi/k^2)|\rho_{\mathbf k}|^2>0$. With $t=\tan^2\theta$, Eq.~\eqref{eq:psi} is proportional to $|gg\rangle-t|uu\rangle$, and
\begin{equation}
E_P(t)=\frac{E_g+t^2E_u-2tK}{1+t^2}.
\end{equation}
Let $\Delta=(E_u-E_g)/2$. The quotient rule gives
\begin{align}
\frac{dE_P}{dt}&=\frac{(2tE_u-2K)(1+t^2)-2t(E_g+t^2E_u-2tK)}{(1+t^2)^2}\nonumber\\
&=\frac{2\,(Kt^2+2\Delta t-K)}{(1+t^2)^2}.
\label{eq:deriv}
\end{align}
The roots of the numerator have product $-1$, so exactly one is positive:
\begin{equation}
t_*=\frac{-\Delta+\sqrt{\Delta^2+K^2}}{K}.
\label{eq:topt}
\end{equation}
The derivative is negative below $t_*$ and positive above it, so $t_*$ is the minimum over all allowed angles.

To see that the state is an eigenstate, apply the $2\times2$ Hamiltonian matrix to its coefficients:
\begin{equation}
\begin{pmatrix}E_g&K\\K&E_u\end{pmatrix}\begin{pmatrix}1\\-t_*\end{pmatrix}
=\begin{pmatrix}E_g-Kt_*\\K-t_*E_u\end{pmatrix}
=(E_g-Kt_*)\begin{pmatrix}1\\-t_*\end{pmatrix}.
\end{equation}
The second row holds because $K-t_*E_u+t_*(E_g-Kt_*)=-(Kt_*^2+2\Delta t_*-K)=0$. The eigenvalue is
\begin{equation}
E_0=E_g-Kt_*=\frac{E_g+E_u}{2}-\sqrt{\Delta^2+K^2},
\label{eq:e0}
\end{equation}
the lower root of the matrix. Inversion symmetry forbids coupling to the odd states $|ug\rangle\pm|gu\rangle$, so $\Psi(\theta_*)$, with $\tan^2\theta_*=t_*$, is an exact eigenstate in the full minimal-basis space: the lowest even singlet. It is the overall ground state if $E_0<E_T$, since the odd singlet lies $2K$ above the triplet.

The sign of $K$ matters. Real $\theta$ gives $|gg\rangle$ and $|uu\rangle$ coefficients of opposite sign, and $K>0$ makes the lower eigenvector have just that form. When $\Delta\ll K$, as in the strongly stretched molecule (in STO-3G $\Delta/K$ is $0.053$ at 6.0 bohr but still $0.38$ at 4.0 bohr), $t_*\to1$ and $a$, $b$ become $(g\pm u)/\sqrt2$, one orbital on each atom. When $\Delta\gg K$, $t_*\approx K/(2\Delta)$, a small admixture of $|uu\rangle$.

\subsection*{(e) Projection after an unprojected optimization}

At $\beta=0$, Eq.~\eqref{eq:hker} gives the UHF energy. With $x_\theta=\sin^2\theta$ and $G=E_T-K$,
\begin{equation}
E_{\rm UHF}=(1-x_\theta)^2E_g+x_\theta^2E_u+2x_\theta(1-x_\theta)G .
\end{equation}
Setting the derivative $2[-(1-x_\theta)E_g+x_\theta E_u+(1-2x_\theta)G]$ to zero yields
\begin{equation}
\sin^2\theta_{\rm UHF}=\frac{E_g-G}{E_g+E_u-2G}.
\label{eq:uhf}
\end{equation}
For $E_u>E_g$ and a positive denominator, this is the minimum if $E_g>G$; otherwise the minimum is the restricted determinant, $\theta=0$. The triplet energy enters through $G$, although it is irrelevant to the projected state. This is why the two optimizations generally select different angles.

The error follows from geometry. Put $\chi=\arctan t$, so that the normalized projected state is $\cos\chi|gg\rangle-\sin\chi|uu\rangle$. Its component along the upper eigenvector has weight $\sin^2(\chi-\chi_*)$, where $\chi_*=\arctan t_*$, and the two levels are $2\sqrt{\Delta^2+K^2}$ apart. Hence
\begin{equation}
E_P-E_0=2\sqrt{\Delta^2+K^2}\,\sin^2(\chi-\chi_*).
\label{eq:err}
\end{equation}
Since $t=(1-s)/(1+s)$, also $\chi=\pi/4-\arctan s$. With $s_*$ the overlap at $\theta_*$, this gives $\chi-\chi_*=\arctan s_*-\arctan s$, which approaches the plain difference $s_*-s$ of the orbital overlaps only when both are small. If both overlaps vanish on stretching, so does the error.

\subsection*{(f) Local energy}

In auxiliary-field Monte Carlo the mixed energy is a weighted average of $E_L(\phi)=\langle\Psi|H|\phi\rangle/\langle\Psi|\phi\rangle$ over walkers. Take $\phi$ with $f=g+pu$ and $k=g+qu$. Only its components $|gg\rangle$ and $pq\,|uu\rangle$ couple to $\Psi$, so
\begin{equation}
E_L=\frac{E_g-tK+pq\,(K-tE_u)}{1-t\,pq}.
\label{eq:el}
\end{equation}
At $t=t_*$ the eigenvalue equation gives $K-t_*E_u=-t_*E_0$, and the ratio is $E_0$ for every $p$, $q$ with nonzero overlap. The mixed energy then has zero variance and equals $E_0$ for any positive walker weights, including weights altered by a phase constraint. The argument concerns the energy; it does not extend to observables of which $\Psi$ is not an eigenstate.

\subsection*{(g) Numbers}

For STO-3G at $R=4.0$ bohr, $h_g=-0.756849$, $h_u=-0.667440$, $J_{gg}=0.502616$, $J_{uu}=0.525855$, $K=0.265128$ and $E_{\rm nuc}=0.25$. Thus
\begin{equation}
E_g=2(-0.756849)+0.502616+0.25=-0.761082,
\end{equation}
and likewise $E_u=-0.559026$, so $\Delta=0.101028$. Then $\sqrt{\Delta^2+K^2}=0.28372$, and
\begin{align}
t_*&=\frac{-0.10103+0.28372}{0.26513}=0.6891,\qquad \theta_*=39.70^\circ,\\
E_0&=-0.66005-0.28372=-0.9438 .
\end{align}
Full CI gives $-0.943778$ hartree, or $-25.68$ eV. The quadrature kernels of the optimized determinant reproduce this value from the single angle $\beta=\pi/2$ and from the pair $0,\pi$:
\begin{equation}
\frac{-0.487878}{0.516941}=-0.94378,\qquad
\frac{-0.935834-0.039922}{1+0.033882}=-0.94378 .
\end{equation}

For the unprojected optimum, $E_T=-0.927332$ gives $G=-1.192460$, and Eq.~\eqref{eq:uhf} yields $\sin^2\theta=0.431378/1.064812=0.4051$, or $t=0.6810$. The UHF energy lies $0.216$ eV above full CI. Projecting that determinant reduces the error to $1.7\times10^{-5}$ hartree ($4.7\times10^{-4}$ eV), small but not zero.

Other distances, in bohr and hartree, show both regimes:
\begin{center}
\begin{tabular}{ccccc}
$R$ & UHF & UHF, then projected & optimized $\Psi$ & full CI\\ \hline
1.4 & $-1.116714$ & $-1.116714$ & $-1.137276$ & $-1.137276$\\
4.0 & $-0.935842$ & $-0.943761$ & $-0.943778$ & $-0.943778$\\
6.0 & $-0.933227$ & $-0.933402$ & $-0.933402$ & $-0.933402$
\end{tabular}
\end{center}
At 1.4 bohr the UHF solution is restricted. Projection then changes nothing and an error of $0.0206$ hartree remains, whereas optimization after projection finds $t_*=0.113$ and the exact energy. At 6.0 bohr the error of projecting afterwards is only $1.4\times10^{-10}$ hartree. At all three distances $E_0$ lies below $E_T$; at 6.0 bohr the margin is $0.00035$ hartree.

For the walker $p=0.3$, $q=-0.8$ at 4.0 bohr, $pq=-0.24$. With the UHF value of $t$, Eq.~\eqref{eq:el} gives
\begin{equation}
E_L=\frac{-0.94164-0.24\times0.64583}{1+0.24\times0.68101}=-0.94258 ,
\end{equation}
while the optimized state gives $-0.94378$, as it does for the other walkers in the numerical check. The unprojected UHF trial state gives $-0.93590$ for the same walker, because its triplet part also contributes.

Exactness does not survive in a larger basis. Let $\mathbf a$ and $\mathbf b$ be the coefficient vectors of $a$ and $b$. By Eq.~\eqref{eq:two}, the coefficients of $p^\dagger_\uparrow q^\dagger_\downarrow|0\rangle$ form the matrix $\frac12(\mathbf a\mathbf b^T+\mathbf b\mathbf a^T)$, whose rank is at most two. In 6-31G at 4.0 bohr the full-CI matrix has singular values $0.860$, $0.510$, $0.006$ and $0.004$. The last two cannot be represented. The lowest projected energy found by varying both orbitals freely is $-1.009371$ hartree, $1.1\times10^{-4}$ above full CI in that basis. This small gap is particular to the basis and the distance. The optimized rank-two state is the two-electron, two-orbital CASSCF state. At 4.0 bohr it lies $2.1\times10^{-3}$ hartree above full CI in cc-pVTZ and $2.7\times10^{-3}$ in cc-pVQZ, where the third singular value has grown to $0.027$. At 1.4 bohr the gap is $5.4\times10^{-3}$ in 6-31G and $0.022$ in cc-pVQZ. The 6-31G full-CI energy at 4.0 bohr is $0.066$ hartree lower than in STO-3G, of which $0.063$ is already present for two separate atoms, and cc-pVQZ lowers it by a further $0.006$. Exactness within the minimal basis is therefore no measure of accuracy for the real molecule.

\section*{Computed values}
\begin{verbatim}
H2, STO-3G, R = 4.0 bohr; energies in hartree
atomic overlap S = 0.098133
h_g = -0.756849   h_u = -0.667440
J_gg = 0.502616   J_uu = 0.525855
J_gu = 0.512086   K = 0.265128
E_nuc = 0.250000
E_g = -0.761082   E_u = -0.559026
E_T = -0.927332   Delta = 0.101028
UHF: theta = 39.5307 deg, t = 0.681014
  <a|b> = 0.189758, <S^2> = 0.963992
  singlet weight = 0.518004
  unprojected energy = -0.935842
optimized: theta = 39.6965 deg, t = 0.689087
  <a|b> = 0.184072, <S^2> = 0.966118
  singlet weight = 0.516941
  unprojected energy = -0.935834
kernels of the optimized determinant:
  beta = 0 deg: N = 1.000000, H = -0.935834
  beta = 90 deg: N = 0.516941, H = -0.487878
  beta = 180 deg: N = 0.033882, H = -0.039922
squared norm left by beta integral alone = 0.2980
normalized coefficients: gg 0.823432, uu -0.567416
overlap with full CI = 1.0000000000
residual norm below 1e-10: True
R (bohr): RHF, UHF, UHF then projected, optimized, full CI
  1.4: -1.116714 -1.116714 -1.116714 -1.137276 -1.137276
     t optimized = 0.113438, E_T = -0.531808
     UHF then projected: error = 2.056e-02, residual = 1.813e-01
  4.0: -0.761082 -0.935842 -0.943761 -0.943778 -0.943778
     t optimized = 0.689087, E_T = -0.927332
     UHF then projected: error = 1.713e-05, residual = 3.118e-03
  6.0: -0.645077 -0.933227 -0.933402 -0.933402 -0.933402
     t optimized = 0.948378, E_T = -0.933052
     UHF then projected: error = 1.413e-10, residual = 9.276e-06
R = 4.0: full CI energy = -25.6815 eV
R = 4.0: UHF error = 0.2160 eV
R = 4.0: projected-UHF error = 4.661e-04 eV
walker (g+p u)up (g+q u)down; local energy with trial
  p, q: UHF, UHF then projected, optimized
  0.0, 0.0: -0.941638 -0.941638 -0.943778
  0.3, -0.8: -0.935897 -0.942580 -0.943778
  0.5, 0.1: -0.937818 -0.941402 -0.943778
6-31G, R = 4.0 bohr:
  optimized projected = -1.009371, full CI = -1.009485
  remaining error = 0.000114
  singular values: 0.86016 0.50997 0.00601 0.00379
\end{verbatim}

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
